# Polarization of the Rice-Mele chain and its change around the gap closing: verification in Python

```python
"""Rice-Mele polarization (Hartree units, electron charge -1, spinless, half filled).
Sites A, B at na -+ a/4, ions +1/2 on each, hoppings v=t+delta, w=t-delta, on-site +-Delta.
Tests the elliptic closed form, the dimer limit and the winding by one quantum against:
symbolic algebra, quadrature, discrete Berry phase, open-chain dipoles,
lattice Chern number and real-time propagation with integrated current."""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

mp.mp.dps = 30
EV = pc["Hartree energy in eV"][0]
FS = pc["atomic unit of time"][0] * 1e15
t, d0, D0, a = 0.10, 0.03, 0.05, 5.0
pi = np.pi


def dist1(x):
    return abs((x + 0.5) % 1.0 - 0.5)


def nm_pi(d, D):
    d, D, tt = mp.mpf(d), mp.mpf(D), mp.mpf(t)
    n, m = 1 - d**2 / tt**2, 4 * (tt**2 - d**2) / (D**2 + 4 * tt**2)
    return n, m, mp.re(mp.ellippi(n, m))


def P_closed(d, D):
    if abs(d) < 1e-12:
        return -np.sign(D) / 4
    Pi = nm_pi(d, D)[2]
    return (0.5 if d < 0 else 0.0) - float(D * d * Pi / (2 * mp.pi * t * mp.sqrt(D**2 + 4 * t**2)))


def bloch(hab, D):
    H = np.zeros(hab.shape + (2, 2), complex)
    H[..., 0, 0], H[..., 1, 1] = D, -D
    H[..., 0, 1], H[..., 1, 0] = hab, hab.conj()
    return H


def P_wilson(d, D, N=4000):
    # numerical eigenvectors, basis with site phases, loop closed by exp(-iG tau)
    k = -pi + 2 * pi * np.arange(N) / N
    u = np.linalg.eigh(bloch(-(t + d) * np.exp(0.5j * k) - (t - d) * np.exp(-0.5j * k), D))[1][:, :, 0]
    nxt = np.vstack([u[1:], u[:1] * np.array([1j, -1j])])
    s = np.angle(np.sum(u.conj() * nxt, axis=1)).sum() / (2 * pi)
    return (s + 0.5) % 1.0 - 0.5


def P_gauge(d, D, which, N=2000):
    k = -pi + 2 * pi * (np.arange(N) + 0.5) / N
    v, w = t + d, t - d
    h = v + w * np.exp(1j * k)
    E = np.sqrt(D**2 + abs(h)**2)
    if which == 1:
        c = np.stack([E - D + 0j, h], 1) / np.sqrt(2 * E * (E - D))[:, None]
        f = w * (w + v * np.cos(k)) / (2 * E * (E - D))
    else:
        c = np.stack([h.conj(), E + D + 0j], 1) / np.sqrt(2 * E * (E + D))[:, None]
        f = -w * (w + v * np.cos(k)) / (2 * E * (E + D))
    res = np.einsum("kij,kj->ki", bloch(-h.conj(), D), c) + E[:, None] * c
    assert abs(res).max() < 1e-10
    return np.mean(f - D / (4 * E)), np.mean(-D / (4 * E))


def dipole_open(d, D, N):
    hop = np.array([-(t + d) if j % 2 == 0 else -(t - d) for j in range(2 * N - 1)])
    H = np.diag(np.tile([D, -D], N)) + np.diag(hop, 1) + np.diag(hop, -1)
    occ = (np.linalg.eigh(H)[1][:, :N]**2).sum(1)
    return np.sum((np.arange(2 * N) / 2 - 0.25) * (0.5 - occ))  # in units e*a


def P_open(d, D):
    return (dipole_open(d, D, 90) - dipole_open(d, D, 70)) / 20


def chern(dc, Dc, N=48):
    th, k = np.meshgrid(2 * pi * np.arange(N) / N, 2 * pi * np.arange(N) / N, indexing="ij")
    d, D = dc + d0 * np.cos(th), Dc + D0 * np.sin(th)
    u = np.linalg.eigh(bloch(-(t + d) - (t - d) * np.exp(-1j * k), D))[1][..., 0]
    ov = lambda p, q: np.sum(p.conj() * q, axis=-1)
    u1, u2 = np.roll(u, -1, 0), np.roll(u, -1, 1)
    u12 = np.roll(u1, -1, 1)
    return -np.angle(ov(u, u1) * ov(u1, u12) * ov(u12, u2) * ov(u2, u)).sum() / (2 * pi)


# symbolic identities for |h|^2 and 1/4 - phi'/2 = t delta/|h|^2
ts, ds, ks = sp.symbols("t d k", real=True)
hx, hy = ts + ds + (ts - ds) * sp.cos(2 * ks), (ts - ds) * sp.sin(2 * ks)  # kappa = 2 ks
num = (hx * sp.diff(hy, ks) - hy * sp.diff(hx, ks)) / 2
assert sp.simplify(sp.expand((hx**2 + hy**2) / 4 - num / 2 - ts * ds)) == 0
assert sp.simplify(sp.expand(sp.expand_trig(
    hx**2 + hy**2 - 4 * ts**2 * sp.cos(ks)**2 - 4 * ds**2 * sp.sin(ks)**2))) == 0

# closed form against Berry phase (error ~1/N^2), quadrature and open chains
for d in (0.03, -0.03, 0.02, 0.1, -0.1, 0.15, -0.15):
    for D in (0.05, -0.05, 0.0, 0.2):
        Pc = P_closed(d, D)
        assert dist1(Pc - P_wilson(d, D)) < 1e-5
        assert abs(Pc - P_gauge(d, D, 1)[0]) < 1e-10
        assert abs(P_gauge(d, D, 1)[0] - P_gauge(d, D, 2)[0] - (d < 0)) < 1e-10
        if D != 0.0:
            assert dist1(Pc - P_open(d, D)) < 1e-7
Pw = P_wilson(d0, D0)
assert dist1(P_wilson(d0, -D0) + Pw) < 1e-9 and dist1(P_wilson(-d0, D0) + Pw - 0.5) < 1e-9
assert abs(P_gauge(0.0, -D0, 1)[0] - 0.25) < 1e-10 and abs(P_gauge(0.0, D0, 2)[0] + 0.25) < 1e-10

n, m, Pi = nm_pi(d0, D0)
kk = np.linspace(-pi, pi, 2001)
ev = np.linalg.eigvalsh(bloch(-(t + d0) - (t - d0) * np.exp(-1j * kk), D0))
gap = 2 * np.sqrt(D0**2 + 4 * d0**2)
assert abs((ev[:, 1] - ev[:, 0]).min() - gap) < 1e-12
P0 = P_closed(d0, D0)
print(f"inputs: t={t} Ha, delta={d0} Ha, Delta={D0} Ha, a={a} bohr")
print(f"v={t + d0:.2f} Ha, w={t - d0:.2f} Ha, sqrt(Delta^2+4t^2)={np.hypot(D0, 2 * t):.6f} Ha")
print(f"gap = {gap:.6f} Ha = {gap * EV:.4f} eV")
print(f"n = {float(n):.6f}, m = {float(m):.6f}, Pi(n|m) = {float(Pi):.6f}")
print(f"P closed form = {P0:.6f} e")
print(f"P discrete Berry phase (4000 k) = {Pw:.6f} e")
print(f"P open chain, (D90-D70)/20a = {P_open(d0, D0):.6f} e")
PI, site = P_gauge(d0, D0, 1)
print(f"P_I = {PI:.6f} e: connection part {PI - site:.6f} e, site part {site:.6f} e")
print(f"Wannier centre = {-P0 * a:.5f} bohr, dipole per cell = {P0 * a:.5f} e bohr")
print(f"delta=-{d0}: P_I = {P_closed(-d0, D0):.6f} e, P_II = {P_gauge(-d0, D0, 2)[0]:.6f} e, "
      f"open chain = {P_open(-d0, D0):.6f} e")

# fully dimerized limit
x = D0 / (4 * np.hypot(D0, 2 * t))
g = np.linalg.eigh(np.array([[D0, -2 * t], [-2 * t, -D0]]))[1][:, 0]**2
assert abs(-(g[1] - g[0]) / 4 + x) < 1e-12
assert dist1(P_wilson(t, D0) + x) < 1e-6 and dist1(P_wilson(-t, D0) - 0.5 - x) < 1e-6
assert abs(P_closed(t, D0) + x) < 1e-12 and abs(P_closed(-t, D0) - 0.5 - x) < 1e-12
print(f"dimer occupations: n_A = {g[0]:.6f}, n_B = {g[1]:.6f}")
print(f"dimer delta=+t: P = {-x:.6f} e, Berry phase {P_wilson(t, D0):.6f} e, centre {x * a:.5f} bohr")
print(f"dimer delta=-t: P = {0.5 + x:.6f} e = {x - 0.5:.6f} e mod 1, Berry phase {P_wilson(-t, D0):.6f} e")

# limits at delta -> 0 (correction linear in delta) and the jump of P_I
for sd, sD, lim in ((1, 1, -0.25), (-1, 1, 0.75), (1, -1, 0.25), (-1, -1, 0.25)):
    val = P_closed(sd * 1e-7, sD * D0)
    assert abs(val - lim) < 1e-5
    print(f"P_I(delta={sd * 1e-7:+.0e} Ha, Delta={sD * D0:+.2f} Ha) = {val:.5f} e")

# near the gapless point
errs = []
for sc in (0.1, 0.01):
    ap = -np.arctan2(sc * D0, 2 * sc * d0) / (2 * pi)
    ex = P_closed(sc * d0, sc * D0)
    errs.append(abs(ex - ap))
    print(f"delta={sc * d0:.4f} Ha, Delta={sc * D0:.4f} Ha: P = {ex:.6f} e, -arg/2pi = {ap:.6f} e")
assert errs[0] < 1e-3 and errs[0] / errs[1] > 30
assert dist1(P_wilson(0.1 * d0, 0.1 * D0, 40000) - P_closed(0.1 * d0, 0.1 * D0)) < 1e-5


# winding around loops
def loop(dc, Dc):
    th = np.linspace(0, 2 * pi, 49)
    p = np.array([P_wilson(dc + d0 * np.cos(s), Dc + D0 * np.sin(s), 2000) for s in th])
    return th, np.unwrap(2 * pi * p) / (2 * pi)


def P_cont(th):
    return P_closed(d0 * np.cos(th), D0 * np.sin(th)) - (1 if th > pi / 2 + 1e-9 else 0)


th, p = loop(0.0, 0.0)
assert max(abs(p[j] - P_cont(th[j])) for j in range(49)) < 1e-5
assert abs(p[-1] - p[0] + 1) < 1e-9
print("loop delta=0.03 cos(theta), Delta=0.05 sin(theta) Ha; continuous P:")
for j in range(0, 49, 6):
    print(f"  theta={th[j] / pi:.2f} pi: formula {P_cont(th[j]):+.5f} e, Berry phase {p[j]:+.5f} e")
p_out = loop(0.06, 0.0)[1]
C_in, C_out = chern(0.0, 0.0), chern(0.06, 0.0)
assert abs(p_out[-1] - p_out[0]) < 1e-9 and abs(C_in - 1) < 1e-9 and abs(C_out) < 1e-9
print(f"enclosing loop: change of P = {p[-1] - p[0]:+.6f} e, Chern number = {C_in:+.6f}")
print(f"loop centred at delta=0.06 Ha: change of P = {abs(p_out[-1] - p_out[0]):.6f} e, "
      f"Chern number = {abs(C_out):.6f}")

# real-time pump: dS/dt = 2 d x S, dQ/dt = -<dH/dkappa> averaged over kappa
T, Nk = 1.0e4, 64
k = -pi + 2 * pi * (np.arange(Nk) + 0.5) / Nk
ch, sh = np.cos(k / 2), np.sin(k / 2)
theta = lambda s: 2 * pi * s - np.sin(2 * pi * s)  # smooth start and stop


def rhs(time, y):
    ang = theta(time / T)
    d, dz = d0 * np.cos(ang), D0 * np.sin(ang)
    dx, dy = -2 * t * ch, 2 * d * sh
    sx, sy, sz = y[:Nk], y[Nk:2 * Nk], y[2 * Nk:3 * Nk]
    J = -np.mean(t * sh * sx + d * ch * sy)
    return np.concatenate([2 * (dy * sz - dz * sy), 2 * (dz * sx - dx * sz), 2 * (dx * sy - dy * sx), [J]])


E0 = np.hypot(2 * t * ch, 2 * d0 * sh)
y0 = np.concatenate([2 * t * ch / E0, -2 * d0 * sh / E0, np.zeros(Nk), [0.0]])
angles = [pi / 4, pi / 2, pi, 3 * pi / 2]
times = [T * brentq(lambda s: theta(s) - q, 0, 1, xtol=1e-14) for q in angles] + [T]
sol = solve_ivp(rhs, (0, T), y0, method="DOP853", t_eval=times, rtol=1e-8, atol=1e-10)
assert sol.success
print(f"pump: T = {T:.0f} a.u. = {T * FS:.1f} fs, smallest gap = {2 * D0:.2f} Ha, "
      f"largest dtheta/dt = {4 * pi / T:.2e} a.u.")
for q, Q in zip(angles + [2 * pi], sol.y[-1]):
    assert abs(Q - P_cont(q)) < 1e-3  # non-adiabatic error ~ (rate/gap)^2 ~ 1e-4
    print(f"  theta={q / pi:.2f} pi: integrated current {Q:+.4f} e, formula {P_cont(q):+.4f} e")
assert abs(sol.y[-1, -1] + 1) < 1e-4
print("ALL CHECKS PASSED")
```

Output:

```
inputs: t=0.1 Ha, delta=0.03 Ha, Delta=0.05 Ha, a=5.0 bohr
v=0.13 Ha, w=0.07 Ha, sqrt(Delta^2+4t^2)=0.206155 Ha
gap = 0.156205 Ha = 4.2506 eV
n = 0.910000, m = 0.856471, Pi(n|m) = 10.497750
P closed form = -0.121566 e
P discrete Berry phase (4000 k) = -0.121566 e
P open chain, (D90-D70)/20a = -0.121566 e
P_I = -0.121566 e: connection part -0.028562 e, site part -0.093005 e
Wannier centre = 0.60783 bohr, dipole per cell = -0.60783 e bohr
delta=-0.03: P_I = 0.621566 e, P_II = -0.378434 e, open chain = -0.378434 e
dimer occupations: n_A = 0.378732, n_B = 0.621268
dimer delta=+t: P = -0.060634 e, Berry phase -0.060634 e, centre 0.30317 bohr
dimer delta=-t: P = 0.560634 e = -0.439366 e mod 1, Berry phase -0.439366 e
P_I(delta=+1e-07 Ha, Delta=+0.05 Ha) = -0.25000 e
P_I(delta=-1e-07 Ha, Delta=+0.05 Ha) = 0.75000 e
P_I(delta=+1e-07 Ha, Delta=-0.05 Ha) = 0.25000 e
P_I(delta=-1e-07 Ha, Delta=-0.05 Ha) = 0.25000 e
delta=0.0030 Ha, Delta=0.0050 Ha: P = -0.110817 e, -arg/2pi = -0.110571 e
delta=0.0003 Ha, Delta=0.0005 Ha: P = -0.110575 e, -arg/2pi = -0.110571 e
loop delta=0.03 cos(theta), Delta=0.05 sin(theta) Ha; continuous P:
  theta=0.00 pi: formula +0.00000 e, Berry phase +0.00000 e
  theta=0.25 pi: formula -0.11708 e, Berry phase -0.11708 e
  theta=0.50 pi: formula -0.25000 e, Berry phase -0.25000 e
  theta=0.75 pi: formula -0.38292 e, Berry phase -0.38292 e
  theta=1.00 pi: formula -0.50000 e, Berry phase -0.50000 e
  theta=1.25 pi: formula -0.61708 e, Berry phase -0.61708 e
  theta=1.50 pi: formula -0.75000 e, Berry phase -0.75000 e
  theta=1.75 pi: formula -0.88292 e, Berry phase -0.88292 e
  theta=2.00 pi: formula -1.00000 e, Berry phase -1.00000 e
enclosing loop: change of P = -1.000000 e, Chern number = +1.000000
loop centred at delta=0.06 Ha: change of P = 0.000000 e, Chern number = 0.000000
pump: T = 10000 a.u. = 241.9 fs, smallest gap = 0.10 Ha, largest dtheta/dt = 1.26e-03 a.u.
  theta=0.25 pi: integrated current -0.1171 e, formula -0.1171 e
  theta=0.50 pi: integrated current -0.2500 e, formula -0.2500 e
  theta=1.00 pi: integrated current -0.5000 e, formula -0.5000 e
  theta=1.50 pi: integrated current -0.7500 e, formula -0.7500 e
  theta=2.00 pi: integrated current -1.0000 e, formula -1.0000 e
ALL CHECKS PASSED
```
